# Polarizability of hydrogen ns states with the degenerate np state excluded

## The decision: which states go into the matrix

Suppose the response of an excited hydrogen s state to a static electric field is to be calculated. One must decide which states to keep in a small matrix that is diagonalized and which to fold into a term quadratic in the field. The np state of the same shell has the same energy as ns, so a perturbation sum containing it would have a zero denominator. It must go into the matrix, together with the other $m=0$ states of the shell that are reached through it when $n\ge3$. All other p states can be folded in. Their contribution to the diagonal element of ns is a single number (for $n\ge3$ they also couple ns to nd), the reduced polarizability

$$\alpha_n=2\sum_{k\neq np}\frac{|\langle k|z|ns\rangle|^2}{E_k-E_n}. \tag{1}$$

The sum includes the continuum. The result derived below is

$$\alpha_n=\frac{n^4(2n^2+7)}{2}. \tag{2}$$

For 3s this is 1012.5 atomic units, or 150.04 Å$^3$ as a polarizability volume. For $n\ge2$ it is a matrix element, and in the degenerate atom it must not be read as the quadratic shift of a level.

## Model and meaning of the reduced polarizability

The nucleus is fixed, and spin and relativistic effects are left out. Atomic units are used in the algebra. A field of strength $F$ along $+z$ pushes the electron towards $-z$, so its potential energy is $+Fz$:

$$H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad E_n=-\frac1{2n^2}.$$

Let $P$ project on the shell $n$ and let $Q=1-P$. Since $H_0$ does not connect the two spaces, the equation $H\psi=E\psi$ splits into

$$(E-E_n-FPzP)P\psi=FPzQ\psi,\qquad (E-QHQ)Q\psi=FQzP\psi.$$

Solving the second equation for $Q\psi$ and inserting it in the first gives a term $F^2PzQ(E-QHQ)^{-1}QzP$. In its denominator $E$ and $H$ may be replaced by $E_n$ and $H_0$, because the differences are of order $F$ and change the term at order $F^3$. Through second order the shell therefore obeys

$$H_{\rm eff}=E_n+F\,PzP+F^2W,\qquad W=PzQ\,(E_n-H_0)^{-1}QzP. \tag{3}$$

Acting on an s state, $z$ produces p states with $m=0$ and nothing else. Hence $W_{ss}=-\alpha_n/2$. For $n=1$ the shell has one state, and $-\alpha_1F^2/2$ is the energy shift to second order. For $n\ge2$ the term $F\,PzP$ couples ns to np at first order, and the matrix must be diagonalized.

## The inhomogeneous radial equation

Write the normalized ns state as $(u/r)Y_{00}$, with $\int_0^\infty u^2dr=1$. Its radial equation is

$$u''=q\,u,\qquad q=\frac1{n^2}-\frac2r. \tag{4}$$

The sum (1) can be replaced by one function,

$$\psi_1=-\sum_{k\ne np}\frac{|k\rangle\langle k|z|ns\rangle}{E_k-E_n},\qquad (H_0-E_n)\psi_1=-Qz\psi_{ns}.$$

Comparison with (1) gives $\alpha_n=-2\langle ns|z|\psi_1\rangle$. Because $z\psi_{ns}=u\cos\theta\,Y_{00}$, set $\psi_1=(w/r)\cos\theta\,Y_{00}$. For $l=1$ the centrifugal term $l(l+1)/(2r^2)$ is $1/r^2$, so the radial operator is

$$h_1=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac1{2n^2}
=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac q2 .$$

Without the projection the equation would be $h_1w=-ru$. Suppose $v$ is a bound solution of $h_1v=0$. Multiplying by $v$ and integrating by parts twice gives $\int v\,h_1w\,dr=\int w\,h_1v\,dr=0$. A bound $w$ could then exist only if $\int v\,ru\,dr=0$, which will turn out to be false for $n\ge2$. The projected equation is

$$h_1w=-ru+\frac{\int v\,ru\,dr}{\int v^2dr}\,v,\qquad \int vw\,dr=0. \tag{5}$$

The angular average of $\cos^2\theta$ is $1/3$, so

$$\alpha_n=-\frac23\int_0^\infty u\,r\,w\,dr. \tag{6}$$

## Solving with u and its derivative

Try functions of the form $au+bu'$, with $a(r)$ and $b(r)$ to be chosen. From (4), $u'''=q'u+qu'$, and therefore

$$(au)''=a''u+2a'u'+aqu,$$
$$(bu')''=b''u'+2b'qu+b(q'u+qu').$$

When $h_1$ is applied, the terms $aqu$ and $bqu'$ cancel against $q/2$ in the potential. What remains is

$$h_1(au+bu')=\Big[-\frac{a''}2-b'q-\frac{bq'}2+\frac a{r^2}\Big]u+\Big[-a'-\frac{b''}2+\frac b{r^2}\Big]u'. \tag{7}$$

Here $q'=2/r^2$. Three choices are enough.

**First choice:** $b=1$, $a=1-1/r$. Then $a'=1/r^2$ and $a''=-2/r^3$. The bracket of $u'$ is $-1/r^2+1/r^2=0$. The bracket of $u$ is $1/r^3-1/r^2+1/r^2-1/r^3=0$. So

$$v=u'+\Big(1-\frac1r\Big)u,\qquad h_1v=0. \tag{8}$$

**Second choice:** $b=r^2$, $a=0$. The bracket of $u'$ is $-1+1=0$. The bracket of $u$ is $-2rq-1=-2r/n^2+4-1$, and

$$h_1(r^2u')=\Big(3-\frac{2r}{n^2}\Big)u. \tag{9}$$

**Third choice:** $a=r$, $b=0$. This gives $u/r-u'$, which by (8) equals $u-v$:

$$h_1(ru)=u-v. \tag{10}$$

Subtracting three times (10) from (9) removes the bare $u$. With $g=r^2u'-3ru$,

$$h_1g=-\frac{2r}{n^2}u+3v,\qquad h_1\Big(\frac{n^2}2g\Big)=-ru+\frac{3n^2}2v. \tag{11}$$

The source $-ru$ has appeared together with a multiple of $v$, which is the form required by (5).

## The function v is the np state

Near the origin (4) gives $u\propto r-r^2+O(r^3)$. In $v$ the constant terms are $1-1$ and the linear terms are $-2r+r+r$, so $v=O(r^2)$, as an $l=1$ function requires. At large $r$ it decays like $u$, up to powers of $r$. Its norm follows from an integration by parts with $s=1-1/r$:

$$\int(u'+su)^2dr=\int u\,(-u''-s'u+s^2u)\,dr.$$

The boundary terms $uu'$ and $su^2$ vanish at both ends. Since $s'=1/r^2$ and $s^2=1-2/r+1/r^2$, while $-u''=(2/r-1/n^2)u$,

$$\int v^2dr=1-\frac1{n^2}=\frac{n^2-1}{n^2}. \tag{12}$$

For $n\ge2$, $v$ is thus the unnormalized np radial function. For $n=1$ the norm is zero and $v$ vanishes identically, as it must: the $l=1$ potential $1/r^2-1/r$ is nowhere below $-1/4$, and so has no bound state at $E_1=-1/2$.

The bound solution of (5) is therefore

$$w=\frac{n^2}2\,(r^2u'-3ru)+c\,v. \tag{13}$$

Nothing else can be added. The difference of two solutions obeys the homogeneous equation, whose solutions start as $r^2$ or as $1/r$ at the origin. The second kind is excluded. The first kind is a multiple of $v$ for $n\ge2$, and for $n=1$ it is not bound.

## Moments of the ns density

Brackets denote averages over $u^2$. Multiply (4) by $2fu'$, with $f=r^2$ or $r^3$, and integrate both sides by parts:

$$\int f'u'^2dr=\int(fq)'u^2dr.$$

The left side can also be integrated by parts directly:

$$\int f'u'^2dr=-\int u(f'u''+f''u')dr=\int\Big(-f'q+\frac{f'''}2\Big)u^2dr.$$

The boundary terms vanish for these $f$. Equating the two forms gives

$$\Big\langle 2f'q+fq'-\frac{f'''}2\Big\rangle=0. \tag{14}$$

With $f=r^2$ this is $4\langle r\rangle/n^2-8+2=0$. With $f=r^3$ it is $6\langle r^2\rangle/n^2-12\langle r\rangle+2\langle r\rangle-3=0$. Hence

$$\langle r\rangle=\frac{3n^2}2,\qquad \langle r^2\rangle=\frac{n^2(5n^2+1)}2. \tag{15}$$

Integrals with one derivative follow from $uu'=(u^2)'/2$:

$$\int r^kuu'dr=-\frac k2\langle r^{k-1}\rangle,\qquad k\ge1. \tag{16}$$

The overlap of the source with $v$ is now

$$\int v\,ru\,dr=-\frac12+\langle r\rangle-1=\frac32(n^2-1). \tag{17}$$

It is nonzero for $n\ge2$, so the unprojected equation has no bound solution there. Dividing (17) by (12) gives $3n^2/2$, which is the coefficient of $v$ in (11). Dividing (17) by the square root of (12) gives the radial dipole integral with the normalized np function:

$$|\langle np|r|ns\rangle|=\frac{3n}2\sqrt{n^2-1}. \tag{18}$$

## Imposing orthogonality

The constant $c$ requires $\int vg\,dr$. Its first part is

$$\int v\,r^2u'dr=\int r^2u'^2dr+\int(r^2-r)uu'dr
=\int r^2u'^2dr-\langle r\rangle+\frac12 .$$

Integrating by parts and using (4) and (16),

$$\int r^2u'^2dr=-\int u(r^2u''+2ru')dr=-\frac{\langle r^2\rangle}{n^2}+2\langle r\rangle+1 .$$

Together these give

$$\int v\,r^2u'dr=-\frac{5n^2+1}2+\frac{3n^2}2+\frac32=-(n^2-1).$$

The second part of $g$ contributes $-3$ times (17), so

$$\int vg\,dr=-(n^2-1)-\frac92(n^2-1)=-\frac{11}2(n^2-1). \tag{19}$$

For $n\ge2$ the condition $\int vw\,dr=0$ reads

$$-\frac{11n^2}4(n^2-1)+c\,\frac{n^2-1}{n^2}=0,\qquad c=\frac{11n^4}4. \tag{20}$$

For $n=1$ the value of $c$ is irrelevant because $v=0$.

## Assembling the polarizability

By (16), $\int ur\,g\,dr=-\frac32\langle r^2\rangle-3\langle r^2\rangle=-\frac92\langle r^2\rangle$. The particular solution contributes to (6)

$$-\frac23\cdot\frac{n^2}2\cdot\Big(-\frac92\langle r^2\rangle\Big)=\frac{3n^2}2\langle r^2\rangle=\frac34n^4(5n^2+1). \tag{21}$$

The admixture of $v$ contributes, by (17),

$$-\frac23\,c\cdot\frac32(n^2-1)=-c(n^2-1)=-\frac{11}4n^4(n^2-1). \tag{22}$$

The sum is

$$\alpha_n=\frac{n^4}4\big(15n^2+3-11n^2+11\big)=\frac{n^4(2n^2+7)}2 .$$

Equation (22) shows why orthogonality is part of the problem. Every value of $c$ satisfies the differential equation, but each gives a different $\alpha_n$ when $n\ge2$. Stopping at $c=0$ would give 2794.5 for 3s instead of 1012.5.

## Two small cases and large n

For $n=1$, $u=2re^{-r}$ and $u'=(1/r-1)u$. Equation (13) becomes $w=-(r+r^2/2)u$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$,

$$\alpha_1=\frac23\Big(3+\frac{15}4\Big)=\frac92 .$$

For $n=2$, $u=\frac1{\sqrt2}(r-r^2/2)e^{-r/2}$. Differentiation gives

$$v=-\frac{r^2}{4\sqrt2}e^{-r/2},\qquad g=\frac1{\sqrt2}\Big(\frac{r^4}4-2r^2\Big)e^{-r/2}.$$

Here $n^2/2=2$ and $c=44$, so

$$w=2g+44v=\frac1{\sqrt2}\Big(\frac{r^4}2-15r^2\Big)e^{-r/2}.$$

Its overlap with 2p is proportional to $\frac12\,6!-15\cdot4!=360-360=0$. Equation (6) then gives

$$\alpha_2=-\frac13\int_0^\infty\Big(r^2-\frac{r^3}2\Big)\Big(\frac{r^4}2-15r^2\Big)e^{-r}dr
=-\frac13(360-360-1260+900)=120,$$

in agreement with (2).

For large $n$, the ratio $\alpha_n/n^6$ approaches 1. The parts (21) and (22), divided by $n^6$, approach $\frac{15}4$ and $-\frac{11}4$, so the orthogonality term stays comparable with the result.

## When ns and np are split

Let a spherically symmetric, spin-independent effect outside the model separate the levels by $\Delta=E_{np}-E_{ns}$, small enough to leave the wave functions and the other energy differences nearly unchanged. Both restrictions are needed. For $n\ge3$ an effect without spherical symmetry, such as a term in $x^2+y^2$, mixes ns with nd however weak it is, and this changes $d^2$ below at zeroth order. Fine structure splits np into two levels, $j=\frac12$ and $j=\frac32$, which share $d^2$ as $\frac13$ and $\frac23$, each with its own $\Delta$. In real hydrogen 2p$_{1/2}$ lies below 2s and 2p$_{3/2}$ above it, so the two shares have opposite signs, and the level spacings must enter separately rather than as one $\Delta$. With $\langle\cos^2\theta\rangle=1/3$, (18) gives

$$d^2=|\langle np|z|ns\rangle|^2=\frac{3n^2(n^2-1)}4 .$$

If $F|d|\ll|\Delta|$, and every other $m=0$ level of the shell is also separated from ns by much more than $F|d|$, ordinary perturbation theory applies to ns. The separation from nd matters although $z$ does not couple it to ns directly: if the two coincide, their coupling through np mixes them. The np state then returns to the sum:

$$\delta E_{ns}\approx-\frac{F^2}2\Big(\alpha_n+\frac{2d^2}\Delta\Big). \tag{23}$$

The condition $F|d|\ll|\Delta|$ secures the $1/\Delta$ term only. When the other levels of the shell are at distances comparable with $|\Delta|$, the omitted fourth-order term is of size $F^4d^4/|\Delta|^3$, and the $\alpha_n$ term exceeds it only if $(Fd/\Delta)^2\ll\alpha_n|\Delta|/(2d^2)$. For 3s with $|\Delta|=10^{-4}$ hartree this requires $F|d|/|\Delta|$ well below 0.03. Further, if $\alpha_n$ is to be the correct term beside $2d^2/\Delta$ in (23), $d$ must be the dipole element between the actual, split states. The effect that produces $\Delta$ also mixes other shells into ns and np. If the effect is weak and shifts ns and np differently in first order, both $\Delta$ and the change of $d^2$ are proportional to its strength, so the change of $2d^2/\Delta$ is a constant to leading order. That constant does not vanish as $\Delta\to0$, depends on the effect, and can be as large as $\alpha_n$ or larger. The degenerate value of $d^2$ given above fixes the leading $1/\Delta$ term and no more. It is enough for a comparison of sizes: the np term has the larger magnitude when $|\Delta|<2d^2/\alpha_n=3(n^2-1)/[n^2(2n^2+7)]$. For 3s this bound is $8/75$ hartree, more than the binding energy of $1/18$ hartree. Every splitting small enough for (23) thus leaves the np term dominant, and $\alpha_3$ is a correction to it. The correction from the change of $d^2$ can be larger than $\alpha_3$. In the opposite regime, $F|d|\gg|\Delta|$, the shell matrix must be diagonalized.

## The 3s state in numbers

The mean radius is $\langle r\rangle=13.5$ bohr, or 7.144 Å, and $\langle r^2\rangle=57.97$ Å$^2$. The radial dipole integral with 3p is 6.735 Å, nearly as large as the mean radius. The two parts of the polarizability are

$$414.10-264.07=150.04\ \text{Å}^3$$

after rounding the sum separately. Divided among the intermediate states, it is

- 2p: $-1.25$ Å$^3$
- 4p: $121.58$ Å$^3$
- 5p: $14.19$ Å$^3$
- 6p: $4.39$ Å$^3$
- all other p states, continuum included: $11.13$ Å$^3$

The 2p term is negative because 2p lies below 3s, which makes its denominator in (1) negative. The 4p state supplies $121.58/150.04=81\%$ of the total.

Take a field of 0.001 V/Å. To convert a polarizability volume to an energy one needs $e^2/(4\pi\varepsilon_0)$, the product of one hartree and one bohr. From $E_3=-1.51174$ eV and $\langle r\rangle$ this is $(18\times1.51174)(7.1439/13.5)=14.40$ eV Å. The diagonal term is

$$-\frac12\cdot\frac{150.04\times(10^{-3})^2}{14.40}\ \text{eV}=-5.21\times10^{-6}\ \text{eV}.$$

Diagonalization with the field present gives these shifts of the three $m=0$ levels of the shell:

- lower: $-4.7710\times10^{-3}$ eV
- middle: $-8.96\times10^{-6}$ eV
- upper: $+4.7543\times10^{-3}$ eV

These digits, like those of $\alpha_3$, belong to the model and not to the real atom. The omitted fine structure of this shell is of order $10^{-5}$ eV, as large as the middle shift itself. A moving nucleus stretches lengths by about 0.05 per cent, which changes the linear shift by a few $10^{-6}$ eV and $\alpha_3$, which scales as the cube of length, by about 0.16 per cent. Within the model, none of the three shifts is the diagonal term. The outer two are governed by the linear shift of $\pm4.7626\times10^{-3}$ eV. The middle level has no linear shift, yet it moves 1.7 times as far as the diagonal term.

The reason lies in (3). In the order 3s, 3p, 3d, the matrix of $z$ has elements $a$ between s and p and $b$ between p and d, and zeros elsewhere. A vector $(x_s,x_p,x_d)$ with eigenvalue zero must satisfy $x_p=0$ and $ax_s+bx_d=0$. The middle state is thus a mixture of 3s and 3d, and its leading shift is

$$F^2\big(x_s^2W_{ss}+x_d^2W_{dd}+2x_sx_dW_{sd}\big).$$

It contains the 3d response and the second-order 3s–3d coupling, whose magnitude here is $8.8\times10^{-7}$ eV. The number $\alpha_3$ supplies $W_{ss}$ alone.

## Numerical tests and range of validity

The identities (8) to (11) were tested symbolically for general $n$. For $n=1$ to 5, both $\alpha_n$ and the function $w$ were tested against sums over states from a diagonalization whose basis exponent is not tied to $n$. The largest deviation of $w$, relative to its maximum, was $8\times10^{-13}$. The three level shifts from (3) were tested against the full diagonalization at the field above, with a tolerance of one per cent of the largest second-order matrix element. The numerical output lists the polarizabilities and the shifts from the full diagonalization.

Equation (3) holds for fields weak enough that the coupling to other shells is small compared with the shell spacing. It does not describe escape of the electron: $Fz$ falls without limit towards negative $z$, and neither the expansion nor the finite basis contains that loss. At very weak fields the omitted splittings within the shell become comparable with $F|d|$. They must then be added to the matrix. With spin–orbit coupling the $m=0$ states no longer form a closed set, and the matrix must be enlarged by the $m=\pm1$ states of opposite spin. The number $\alpha_n$ keeps its role as the contribution of the other shells at order $F^2$. The effect behind the splittings also changes the in-shell dipole elements. This change can alter the level shifts by as much as the $\alpha_n$ term does, and it must then be included in the matrix too. Small splittings do not rule this out: a slightly different nuclear charge, for example, shifts the whole shell without splitting it, yet changes the dipole elements.

## Values computed for the example and the checks

```
Reduced polarizability of ns, angstrom^3: sum over states | formula
  n = 1: 0.66683 | 0.66683
  n = 2: 17.78217 | 17.78217
  n = 3: 150.03702 | 150.03702
  n = 4: 739.73808 | 739.73808
  n = 5: 2639.54017 | 2639.54017
largest relative error of w, n = 1..5: 8.3e-13
3s reduced polarizability: 1012.5000 atomic units
3s reduced polarizability: 150.037 angstrom^3
3s energy without field: -1.51174 eV
3s <r>: 7.1439 angstrom
3s <r^2>: 57.9659 angstrom^2
|<3p|r|3s>| radial: 6.7353 angstrom
part from particular solution: 414.102 angstrom^3
part from orthogonality term: -264.065 angstrom^3
contribution of 2p: -1.253 angstrom^3
contribution of 4p: 121.584 angstrom^3
contribution of 5p: 14.186 angstrom^3
contribution of 6p: 4.387 angstrom^3
contribution of all other p states: 11.133 angstrom^3
field: 0.0010 V/angstrom
3s diagonal term -alpha F^2/2: -5.2097e-06 eV
3s-3d second-order coupling: -8.8412e-07 eV (sign depends on phases)
n = 3, m = 0 lower level shift: -4.7710e-03 eV
n = 3, m = 0 middle level shift: -8.9607e-06 eV
n = 3, m = 0 upper level shift: 4.7543e-03 eV
linear Stark shift of outer levels: 4.7626e-03 eV
```
